# Koopmans energies: errors cancel in ionization, usually add in electron attachment

For the removal of an electron from the out-of-plane lone pair of water, the Hartree-Fock orbital energy predicts 13.86 eV. Two separate Hartree-Fock calculations, one on the molecule and one on the cation, give 11.01 eV. A correlated calculation in the same basis, CCSD(T), gives 12.53 eV. Letting the orbitals of the cation adjust is a physical improvement, yet it turns an error of +1.33 eV into one of −1.51 eV. The cruder estimate is slightly the better one because it omits two effects of opposite sign. In electron attachment the same two omissions have the same sign whenever the added electron brings extra correlation, as in the model treated below.

## What the orbital energy leaves out

Take a closed-shell system of \(N\) electrons with fixed nuclei. Define the ionization energy and the electron affinity as

\[
I=E(N-1)-E(N),\qquad A=E(N)-E(N+1),
\]

so that a positive \(A\) means that attachment releases energy. Spin orbitals \(i,j\) are occupied in the \(N\)-electron Hartree-Fock determinant and \(a,b\) are empty. The electron leaves orbital \(k\) or enters orbital \(c\). With \(h\) the one-electron operator and \(\langle pq||rs\rangle\) the antisymmetrized repulsion integral,

\[
E_{\rm HF}(N)=\sum_i h_{ii}+\tfrac12\sum_{ij}\langle ij||ij\rangle ,\qquad
\varepsilon_p=h_{pp}+\sum_j\langle pj||pj\rangle .
\]

Remove \(k\) and keep all other orbitals unchanged. The one-electron sum loses \(h_{kk}\). The double sum loses the terms with \(i=k\) and those with \(j=k\). The two sets are equal, which cancels the factor ½, and their common member \(\langle kk||kk\rangle\) is zero. The total loss is \(\varepsilon_k\). By the same count, adding an electron in \(c\) adds \(\varepsilon_c\):

\[
E_{\rm frozen}(N-1)=E_{\rm HF}(N)-\varepsilon_k,\qquad
E_{\rm frozen}(N+1)=E_{\rm HF}(N)+\varepsilon_c .
\]

The Koopmans estimates are therefore \(I\approx-\varepsilon_k\) and \(A\approx-\varepsilon_c\). They omit two things.

The first is relaxation. The frozen determinant is one trial function among those that a Hartree-Fock calculation on the ion may choose. If that calculation finds the lowest solution of the symmetry concerned, then

\[
E_{\rm HF}(N-1)=E_{\rm frozen}(N-1)-R,\quad
E_{\rm HF}(N+1)=E_{\rm frozen}(N+1)-R',\quad R,R'\ge0 .
\]

Here the ions are treated by unrestricted Hartree-Fock, so \(R\) and \(R'\) include the energy gained by spin polarization.

The second is correlation. Let \(e(M)=E_{\rm HF}(M)-E(M)\) be the magnitude of the correlation energy of the \(M\)-electron system, measured from its own Hartree-Fock energy. Then

\[
\begin{aligned}
I&=[E_{\rm HF}(N-1)-e(N-1)]-[E_{\rm HF}(N)-e(N)]\\
&=-\varepsilon_k-R+C,\qquad C=e(N)-e(N-1),
\end{aligned}
\]

\[
\begin{aligned}
A&=[E_{\rm HF}(N)-e(N)]-[E_{\rm HF}(N+1)-e(N+1)]\\
&=-\varepsilon_c+R'+C',\qquad C'=e(N+1)-e(N).
\end{aligned}
\]

These are identities. Both \(C\) and \(C'\) are defined as the correlation of the larger system minus that of the smaller, and both are positive when an extra electron brings extra correlation.

The signs follow from which system each effect favours. Relaxation lowers the ion relative to the frozen-orbital estimate. Correlation favours the system with more electrons whenever the extra electron brings extra correlation, as it does in water and in the trap model below; take that case here. In ionization the ion is the smaller system, so the two effects compete. In attachment the ion is the larger system, so both effects stabilize it.

## How large the terms are in water

The example uses an O–H distance of 0.96 Å, an angle of 104.5° and the aug-cc-pVDZ basis. Correlation comes from CCSD(T) with the oxygen 1s electrons left uncorrelated. This reference omits part of the effect of triple excitations, higher excitations, core correlation, relativity and the effect of a larger basis. Errors below are relative to it, not to experiment. All entries are in eV. They belong to this basis and are not converged to the digits shown. In aug-cc-pVTZ the orbital energies move by up to 0.04 eV and \(R\) rises by about 0.06 eV. Judged by the change in the MP2 correlation energies, \(C\) rises by 0.14 to 0.19 eV, the ionization energies rise by 0.05 to 0.15 eV, and the Koopmans errors fall by about 0.1 eV.

| Orbital emptied | \(-\varepsilon_k\) | \(R\) | \(C\) | CCSD(T) |
|---|---:|---:|---:|---:|
| Out-of-plane lone pair | 13.86 | 2.84 | 1.51 | 12.53 |
| In-plane lone pair | 15.92 | 2.62 | 1.50 | 14.81 |
| O–H bonding | 19.53 | 2.00 | 1.46 | 18.99 |

For the first row, \(13.86-2.84+1.51=12.53\) eV. The correlation term is the difference between 6.33 eV in the molecule and 4.81 eV in the cation, which agrees with the tabulated 1.51 eV within rounding.

The cancellation is partial. The Koopmans error is \(-\varepsilon_k-I=R-C\), which is 1.3, 1.1 and 0.5 eV for the three orbitals. From the first to the third, \(C\) changes by only 0.06 eV while \(R\) falls by 0.84 eV. The smaller error for the bonding orbital therefore comes from weaker relaxation. The calculation does not isolate why this hole relaxes less.

The identities also show when a Hartree-Fock energy difference is worse than the orbital energy. Its error is \(-C\), because relaxation is included and correlation is not. For positive \(R\) and \(C\), Koopmans is closer when

\[
|R-C|<C .
\]

If \(R\le C\), this holds whenever \(R>0\). If \(R>C\), it requires \(R-C<C\). Together the two cases give \(0<R<2C\). For the out-of-plane lone pair, \(2C=3.03\) eV and \(R=2.84\) eV, so Koopmans wins narrowly. The size of this margin depends on the settings: it shrinks from 0.19 to about 0.06 eV if the cation is treated by restricted open-shell Hartree-Fock, and it grows to roughly 0.5 eV in aug-cc-pVTZ. For the bonding orbital, \(2C=2.91\) eV and \(R=2.00\) eV, and the advantage is clear.

## Where the correlation change comes from

The sign of \(C\) is not fixed by the variation principle, because \(C\) is a difference of two correlation energies. Second-order perturbation theory shows what competes within it. Use the \(N\)-electron Fock operator, \(H_0=\sum_p\varepsilon_p a_p^\dagger a_p\), as the zeroth-order Hamiltonian for all three electron numbers. For a reference determinant \(\Phi\), the zeroth and first orders add up to \(\langle\Phi|H|\Phi\rangle\), which is the frozen-orbital energy. The second order is

\[
E^{(2)}=-\sum_n\frac{|\langle n|H|\Phi\rangle|^2}{E_n^{(0)}-E_\Phi^{(0)}} ,
\]

where \(n\) runs over the singly and doubly excited determinants. In the \(N\)-electron system the single excitations drop out, because their matrix elements are the Fock elements \(F_{ai}=0\).

Now remove \(k\), taken to be the highest occupied orbital so that all denominators below are positive. Three changes occur.

First, single excitations \(j\to a\) no longer drop out. The Fock matrix has lost the field of the electron in \(k\), so the matrix element is \(F_{aj}-\langle ak||jk\rangle=-\langle ak||jk\rangle\). They lower the cation by

\[
R_2=\sum_{ja}\frac{|\langle ka||kj\rangle|^2}{\varepsilon_a-\varepsilon_j}.
\]

This is the leading relaxation energy: the remaining orbitals mix with empty ones in response to the missing charge. A single excitation \(j\to k\) that refills the hole has the element \(F_{kj}-\langle kk||jk\rangle=0\) and does not contribute.

Second, double excitations that used the electron in \(k\) are lost. In the neutral system the doubles give a sum over \(i,j,a,b\) with prefactor ¼. The terms with \(i=k\) and those with \(j=k\) are equal, which turns ¼ into ½. The cation is raised by

\[
L=\tfrac12\sum_{iab}\frac{|\langle ki||ab\rangle|^2}{\varepsilon_a+\varepsilon_b-\varepsilon_k-\varepsilon_i}.
\]

Third, the hole can now receive an electron in a double excitation \(ij\to ka\). Each pair \(i,j\) is counted once, hence the ½, and the cation is lowered by

\[
G=\tfrac12\sum_{i,j\ne k}\sum_a\frac{|\langle ka||ij\rangle|^2}{\varepsilon_k+\varepsilon_a-\varepsilon_i-\varepsilon_j}.
\]

Because \(I\) contains the cation energy with a plus sign,

\[
I^{(2)}=-\varepsilon_k-R_2+L-G .
\]

At this order the correlation change is \(L-G\). The lost excitations could end in any pair of empty orbitals, whereas the gained ones must place one electron in the single orbital \(k\). This makes \(L>G\) likely when many empty orbitals are available, but it does not prove it.

For attachment, take \(c\) to be the lowest empty orbital. The single excitations \(i\to b\) of the anion have the element \(F_{bi}+\langle bc||ic\rangle=\langle bc||ic\rangle\). Excitations \(c\to b\) have \(F_{bc}+\langle bc||cc\rangle=0\). The added electron can take part in double excitations \(ci\to ab\), while excitations of the neutral system into \(c\) are blocked. Counting pairs as before gives

\[
A^{(2)}=-\varepsilon_c+R_2'+G'-B,\qquad
R_2'=\sum_{ib}\frac{|\langle ci||cb\rangle|^2}{\varepsilon_b-\varepsilon_i},
\]

\[
G'=\tfrac12\sum_i\sum_{a,b\ne c}\frac{|\langle ci||ab\rangle|^2}{\varepsilon_a+\varepsilon_b-\varepsilon_c-\varepsilon_i},\quad
B=\tfrac12\sum_{ija}\frac{|\langle ca||ij\rangle|^2}{\varepsilon_c+\varepsilon_a-\varepsilon_i-\varepsilon_j}.
\]

The gains \(R_2'\) and \(G'\) lower the anion and so raise \(A\), and the blocking term \(B\) does the reverse. Relaxation and correlation add when \(G'>B\). The numerical check compares the total second-order corrections for water in a minimal basis with derivatives of full-CI energies as the perturbation is switched on. They agree at −2.538 eV for removal and +0.118 eV for attachment.

These sums explain signs better than they predict energies. For the out-of-plane lone pair in the larger basis, with all electrons included, \(R_2=4.19\), \(L=1.65\) and \(G=0.40\) eV. The correlation change \(L-G=1.24\) eV is near the CCSD(T) value of 1.51 eV, but \(R_2\) greatly exceeds the self-consistent relaxation of 2.84 eV. The result is

\[
I^{(2)}=13.86-4.19+1.65-0.40=10.91\ \text{eV (to rounding)},
\]

about 1.6 eV below CCSD(T) and worse than the Koopmans value. The sums depend on the basis: in aug-cc-pVTZ \(L\) rises to about 2.04 eV and \(I^{(2)}\) to 11.21 eV, still roughly 1.5 eV too low. Treating both effects at low order does not ensure that their balance survives.

## Attachment: both corrections raise the affinity

Water does not suit the attachment example, because its anion at this geometry is not an ordinary bound state. A model whose potential confines the electrons, so that none can escape, shows the terms cleanly: electrons with Coulomb repulsion in the potential \(-v_0+\tfrac12\omega^2r^2\), in atomic units, with \(\omega=0.5\) hartree and \(v_0=2.2\) hartree. Two electrons fill the lowest s orbital, and the third enters a p orbital. The constant \(v_0\) raises the affinity and its Koopmans estimate equally, so it has no influence on \(R'\) or \(C'\).

Full CI in a basis of 26 functions gives

\[
A=4.29+0.31+0.39=4.99\ \text{eV},
\]

where the terms are the Koopmans value, \(R'\) and \(C'\). Koopmans is too low by 0.70 eV. Relaxation alone brings the estimate to 4.60 eV, which is an improvement, and correlation supplies the rest. In general, when \(R'\) and \(C'\) are both positive, the Koopmans error \(-(R'+C')\) is at least as large in magnitude as the Hartree-Fock difference error \(-C'\). The choice that can favour orbital energies in ionization does not arise here.

The second-order sums show why \(C'\) is positive in this model: new pair excitations contribute 0.56 eV and blocking removes 0.15 eV. Their difference, about 0.41 eV, is close to the full-CI value of 0.39 eV. Full CI removes the correlation error only within the chosen basis. For two electrons, where the energy is known in closed form to be 2 hartree without the offset, the basis error is 0.001 hartree, or 0.03 eV. This does not bound the error for three electrons, and the attachment terms are not converged to the digits shown. With 64 functions, including f and g shells, \(C'\) rises by about 0.08 eV and \(A\) by about 0.07 eV, while the Koopmans value and \(R'\) move by about 0.01 eV or less; no sign changes.

Removing an electron from the same trap shows that opposite signs do not guarantee a good balance. There \(R=0.32\) eV and \(C=1.02\) eV, so Koopmans is too low by 0.70 eV, whereas in water it is too high. That the errors of removal and attachment both round to 0.70 eV is a coincidence of this basis; with 64 functions they become about 0.72 eV for removal and 0.78 eV for attachment. Their origins differ: a difference of unequal terms in one case and a sum in the other.

## When the pattern fails

**Too few empty orbitals.** Consider two sites with one orbital each, hopping energy \(t\) and on-site repulsion \(U\), holding two electrons. The bonding and antibonding pair configurations have energies \(U/2-2t\) and \(U/2+2t\) and are coupled by \(U/2\). The lower eigenvalue of this two-by-two problem gives

\[
E(2)=\frac U2-\sqrt{4t^2+\frac{U^2}{4}},\qquad
e(2)=\sqrt{4t^2+\frac{U^2}{4}}-2t .
\]

With \(U<2t\), the restricted solution used here is the appropriate Hartree-Fock reference. A third electron leaves one hole, and symmetry allows just one determinant for the ground state. Hence \(R'=0\), \(e(3)=0\) and \(C'=-e(2)\). For \(t=1\) eV and \(U=1.5\) eV, \(C'=-0.136\) eV, and the affinity falls from the Koopmans value of −1.750 eV to −1.886 eV. The added electron blocks the pair excitation and finds no pair of empty orbitals for new ones. With so few empty orbitals, \(C'\) can therefore be negative. The model is an extreme case, but nothing confines a small or slightly negative \(C'\) to it: in a molecule, too, the sign depends on whether the new pairs outweigh the blocking.

**Core holes.** For the oxygen 1s orbital of water in the same aug-cc-pVDZ basis, Koopmans gives 559.9 eV and the Hartree-Fock difference 541.8 eV. This cation is not the lowest state of its symmetry (the in-plane lone-pair hole lies far below it), so the self-consistent solution was obtained by keeping the 1s orbital empty at each iteration, occupying the orbitals that overlap most with the starting ones. The variational argument for \(R\ge0\) does not cover such a state, but the difference of frozen and relaxed energies is still defined, and in this basis it is 18.2 eV. That value is too small, because a contracted valence basis cannot follow the contraction of the orbitals around a core hole. With flexible core functions on oxygen the Hartree-Fock difference falls to about 539 eV and \(R\) rises to a little over 20 eV, so core-hole calculations need such functions. A correlation change of the size found for the valence orbitals would leave well over 15 eV uncancelled in either basis. Here the relaxed calculation is the sensible starting point.

**Unbound anions.** If Hartree-Fock does not bind the extra electron, a sufficiently flexible basis lets that electron move far away with nearly zero kinetic energy. The Hartree-Fock anion then approaches the Hartree-Fock neutral system plus a free electron, even in cases where correlation would bind the electron. A positive lowest empty orbital energy in a finite basis may describe little more than the confinement imposed by that basis, and \(R'\) and \(C'\) lose their meaning as properties of a molecular anion.

**Several important configurations.** The identities remain true, but when one determinant describes the neutral system or the ion poorly, \(C\) and \(C'\) may be large and of either sign. The second-order argument is then unreliable.

## What to do in practice

For outer valence ionization of a closed-shell molecule, orbital energies are useful first estimates to the extent that \(R\) and \(C\) cancel. In water, the only molecule computed here, they are high by 0.5 to 1.3 eV and keep the correct order of the three levels. The order is at risk when two levels lie closer together than the difference between their values of \(R-C\), which amounts to 0.8 eV across this set.

Relaxation alone need not improve a valence ionization energy. It does so when \(R>2C\), which includes every case with negative \(C\) and nonzero \(R\), and it did not for the three levels of water in this basis. The process changes the number of electrons, so correlation need not cancel between the two sides. Either accept the orbital energy as an estimate, or include relaxation and correlation together, by correlated total-energy differences or by an equation-of-motion coupled-cluster method for ionization.

For an affinity, first establish that the anion is bound and that the result is stable as diffuse functions are added. Relaxation is then a step in the right direction whenever \(C'\) is positive, as in the trap, the only bound attachment computed here, but correlation is still needed. In the trap it accounts for more than half of the Koopmans error.

A frozen-orbital energy and a self-consistent energy of the ion give \(R\) or \(R'\) at Hartree-Fock cost. If \(R\) for an ionization is far above the 2 to 3 eV found here for valence holes, as in the core-hole case, there is little reason to rely on cancellation. Correlated calculations on both systems then supply \(C\) and show whether a good Koopmans value reflects small corrections or the difference of two large ones.

## Table of computed values

```
SECOND-ORDER TEST, H2O/STO-3G (eV)
removal: sums -2.5377, full-CI derivative -2.5377
attachment: sums 0.1182, full-CI derivative 0.1182
WATER, aug-cc-pvdz, r(OH) = 0.96 angstrom, angle = 104.5 degrees
HF energy -76.041257 hartree
valence correlation energy, CCSD(T): -6.328 eV
out-of-plane lone pair (eV):
  Koopmans 13.856, HF difference 11.014, CCSD(T) 12.528
  relaxation R 2.842, correlation C 1.514, Koopmans error 1.329
  ion correlation energy -4.815, <S^2> of ion HF 0.7567
in-plane lone pair (eV):
  Koopmans 15.922, HF difference 13.307, CCSD(T) 14.808
  relaxation R 2.615, correlation C 1.500, Koopmans error 1.115
  ion correlation energy -4.828, <S^2> of ion HF 0.7545
O-H bonding (eV):
  Koopmans 19.531, HF difference 17.531, CCSD(T) 18.987
  relaxation R 2.000, correlation C 1.456, Koopmans error 0.544
  ion correlation energy -4.872, <S^2> of ion HF 0.7550
out-of-plane lone pair, second order (eV):
  relaxation 4.192, pairs lost 1.647, gained through hole 0.404
O 1s hole (eV): Koopmans 559.95, HF difference 541.75, R 18.19
TRAP: omega = 0.5 hartree, offset = -2.2 hartree, 26 basis functions
two-electron energy without offset: full CI 2.00112, closed form 2.00000 hartree
correlation energy: N=2 -1.018, N=3 -1.409 eV
attachment, N=2 to N=3 (eV):
  Koopmans 4.293, HF difference 4.599, full CI 4.990
  relaxation R' 0.305, correlation C' 0.391, Koopmans error -0.696
  second order: relaxation 0.225, new pairs 0.555, blocked 0.150
removal, N=2 to N=1 (eV):
  Koopmans 25.126, HF difference 24.805, full CI 25.823
  relaxation R 0.321, correlation C 1.018, Koopmans error -0.697
HUBBARD DIMER: hopping 1.0 eV, repulsion 1.5 eV
attachment (eV): Koopmans -1.7500, full CI -1.8860, R' 0.0000, C' -0.1360
```
